# Ion hop times over a 1 eV barrier: asymptotics and corrections

## Result

An ion oscillates in a site of a solid and can leave it over a barrier of height $E$. Let $\nu$ be its attempt frequency, $T$ the temperature, $k$ the Boltzmann constant, and

$$b=\frac{E}{kT}.$$

When $b\gg1$, the mean waiting time before a hop along one chosen path is, to leading order,

$$\tau=\frac{e^{b}}{\nu}. \tag{1}$$

For $E=1$ eV and $\nu=10^{13}$ s$^{-1}$ this gives $6.3\times10^{3}$ s, or 1.75 h, at 300 K, and $2.0\times10^{-7}$ s, or 0.20 microseconds, at 800 K.

The prefactor has corrections in powers of $1/b$ that depend on the shape of the well. For a cosine potential the classical result is

$$\tau_{\rm cl}=\frac{e^{b}}{\nu}\left[1+\frac{1}{4b}+O(b^{-2})\right]. \tag{2}$$

The assumptions are these. No electric field is applied. $E$ and $\nu$ do not depend on temperature. The ion is in thermal equilibrium within its well, and each outward crossing of the barrier top counts as one completed hop. The motion is classical until the section on quantum corrections.

## The rate as an equilibrium flux

Consider one coordinate $x$, a particle of mass $m$ and a potential $U(x)$ with $U=0$ at the bottom of the well and $U=E$ at the top. In equilibrium the probability density of position is

$$\rho(x)=\frac{e^{-U(x)/kT}}{Z},\qquad Z=\int_{\rm well}e^{-U(x)/kT}\,dx,$$

and the velocity has the Maxwell distribution

$$f(v)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}.$$

In a short time $dt$, a particle with velocity $v>0$ crosses the top if it lies within a distance $v\,dt$ before it. The crossing rate is therefore the density at the top times the mean one-way velocity:

$$\Gamma=\frac{e^{-b}}{Z}\,\langle v_+\rangle,\qquad \langle v_+\rangle=\int_0^\infty v f(v)\,dv .$$

Since $\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m$,

$$\langle v_+\rangle=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .$$

The time associated with this path is

$$\tau_{\rm cl}=\frac1\Gamma=e^{b}\,Z\,\sqrt{\frac{2\pi m}{kT}} . \tag{3}$$

If an ion crosses the top and immediately returns, the flux counts a hop that did not last. Such recrossings make the true classical rate smaller than $\Gamma$ and the waiting time longer.

## The well integral for large $b$

Take a periodic potential with site spacing $a$,

$$U(x)=\frac E2\left(1-\cos\frac{2\pi x}{a}\right),\qquad -\frac a2\le x\le\frac a2 .$$

Its curvature at the minimum is $U''(0)=\tfrac E2(2\pi/a)^2=2\pi^2E/a^2$. The attempt frequency is the frequency of small oscillations, so $U''(0)=m(2\pi\nu)^2$ and

$$m=\frac{2\pi^2E/a^2}{4\pi^2\nu^2}=\frac{E}{2a^2\nu^2}. \tag{4}$$

With $\theta=2\pi x/a$ the well integral becomes

$$Z=\frac{a}{2\pi}\int_{-\pi}^{\pi}\exp\left[-\frac b2(1-\cos\theta)\right]d\theta .$$

For large $b$ the integrand is concentrated near $\theta=0$. On the whole interval $1-\cos\theta\ge2\theta^2/\pi^2$, so the integrand is at most $e^{-b\theta^2/\pi^2}$. The region beyond any fixed $|\theta|$ is thus exponentially small in $b$ and does not affect an expansion in powers of $1/b$.

Near the minimum,

$$-\frac b2(1-\cos\theta)=-\frac{b\theta^2}{4}+\frac{b\theta^4}{48}-\frac{b\theta^6}{1440}+\dots$$

The quadratic term sets the width, $\theta\sim b^{-1/2}$. Put $\theta=s\sqrt{2/b}$, so that $\theta^2=2s^2/b$. The exponent becomes

$$-\frac{s^2}{2}+\frac{s^4}{12b}-\frac{s^6}{180b^2}+\dots$$

Keep the Gaussian and expand the remaining exponential. The square of the quartic term contributes $\tfrac12(s^4/12b)^2=s^8/288b^2$, hence

$$Z=\frac{a}{2\pi}\sqrt{\frac2b}\int_{-\infty}^{\infty}e^{-s^2/2}\left[1+\frac{s^4}{12b}+\frac1{b^2}\left(\frac{s^8}{288}-\frac{s^6}{180}\right)+\dots\right]ds .$$

Integration by parts lowers the power of $s$ by two and brings down a factor: the average of $s^{2n}$ over the Gaussian is $(2n-1)$ times the average of $s^{2n-2}$. The averages of $s^4$, $s^6$ and $s^8$ are therefore 3, 15 and 105. With $\int e^{-s^2/2}ds=\sqrt{2\pi}$,

$$Z=\frac{a}{\sqrt{\pi b}}\left[1+\frac{1}{4b}+\frac{9}{32b^2}+\dots\right], \tag{5}$$

where $105/288-15/180=9/32$.

From (4), $2\pi m/kT=\pi b/(a^2\nu^2)$. Equation (3) then reads

$$\tau_{\rm cl}=e^b\,Z\,\frac{\sqrt{\pi b}}{a\nu}
=\frac{e^b}{\nu}\left[1+\frac1{4b}+\frac9{32b^2}+\dots\right].$$

The site spacing has cancelled, and so have the separate factors of mass and temperature. The leading term comes from the parabola at the bottom of the well, and any smooth one-dimensional well with the same $\nu$ and $E$ shares it. In a solid, where many coordinates move, the harmonic prefactor is instead the product of the mode frequencies at the minimum divided by the product of the stable mode frequencies at the saddle. The correction is positive here because the cosine rises more slowly than its parabola. The ion has more room in the well, is found less often at the top, and waits longer.

### The opposite limit

If $kT\gg E$, then $b\to0$, the Boltzmann factor is nearly uniform and $Z\to a$. The flux time becomes

$$\tau_{\rm cl}\to\frac{\sqrt{\pi b}}{\nu}=\frac{a}{\langle v_+\rangle},$$

whereas (1) would give $1/\nu$. The flux now counts a nearly free particle passing the boundaries between sites. There is no long stay in a well, and the idea of a hop loses its meaning. Equation (1) needs $b\gg1$, not merely a barrier.

## From a rate to a waiting time

The meaning of $\tau$ is clearest if each oscillation is treated as an independent attempt with success probability $p=e^{-b}$. The probability of still waiting after $n$ attempts is $(1-p)^n$. The mean number of attempts is the sum of these probabilities,

$$\sum_{n=0}^\infty(1-p)^n=\frac1p=e^b,$$

and each attempt lasts $1/\nu$, which again gives (1).

For the distribution of times, set $n=\nu t$ and use $\ln(1-p)=-p-p^2/2-\dots$:

$$(1-p)^{\nu t}=e^{-\nu pt}\,e^{-\nu p^2t/2}\cdots\simeq e^{-t/\tau}.$$

At $t=\tau$ the first neglected exponent is $p/2$, about $2.5\times10^{-7}$ at 800 K and far smaller at 300 K. The exponential law has two direct consequences:

- The median time, at which half of a set of ions have hopped, solves $e^{-t/\tau}=1/2$ and is $\tau\ln2$.
- By $t=\tau$ a fraction $1-e^{-1}=0.632$ has hopped.

So $\tau$ is not a delay after which the hop takes place. Some ions leave much earlier and some much later.

Real successive oscillations are not strictly independent, because an ion keeps its energy for a while. The exponential law requires that this memory fade in a time much shorter than $\tau$. At 800 K equation (1) gives about two million oscillations per hop, which leaves ample room for this if energy is exchanged with the lattice within far fewer oscillations. The value of $\tau$ in (1) asks for more: the exchange must also refill the states near the barrier top as fast as ions leave from them. If it is too weak for that, the law can still be exponential, but the mean wait is longer than (1).

### Several paths

If $z$ equivalent, independent paths are open, the ion is still in place only if none has been taken. The survival probability is $(e^{-t/\tau})^z=e^{-zt/\tau}$, and the mean time before any hop is $\tau/z$. The cosine well has an exit on each side, so $z=2$ as long as equilibrium is kept up to the barrier tops. If energy exchange with the lattice is weak, both exits draw on the same supply of energetic ions, the paths are not independent, and the second exit shortens the wait by much less than a factor of two. At 300 K this gives $3.149\times10^3$ s. A random sample of pairs of independent exponential waiting times, taking the earlier of each pair, gave $3.144\times10^3$ s, in agreement within its statistical error of about 0.2 percent. The values in the opening section refer to one path.

## The two temperatures

At 300 K,

$$kT=(8.617\times10^{-5}\ \text{eV/K})(300\ \text{K})=0.02585\ \text{eV},\qquad b=38.68 .$$

The mean number of attempts is $e^{38.68}=6.3\times10^{16}$. At $10^{-13}$ s each,

$$\tau(300\ \text{K})=6.3\times10^{16}\times10^{-13}\ \text{s}=6.3\times10^3\ \text{s}=1.75\ \text{h}.$$

The median is $4.4\times10^3$ s.

At 800 K, $kT=0.06894$ eV and $b=14.51$. The mean number of attempts falls to $2.0\times10^6$, and

$$\tau(800\ \text{K})=2.0\times10^6\times10^{-13}\ \text{s}=2.0\times10^{-7}\ \text{s}=0.20\ \text{microseconds}.$$

The median is $1.4\times10^{-7}$ s.

In the ratio of the two times $\nu$ cancels:

$$\frac{\tau(300\ \text{K})}{\tau(800\ \text{K})}=e^{38.682-14.506}=e^{24.176}=3.2\times10^{10}.$$

The absolute temperature rises by a factor of less than three, yet the hop time falls by more than ten orders of magnitude. In a memory device whose state is stored in ion positions that change by such hops, this contrast lets a heated region rearrange quickly while a cool one changes slowly. A hop time is not a retention time, however. Retention depends on how many ions must move, how far, and which displacements alter the stored state. The times given here also hold only without an electric field. A field applied to switch the device lowers the barrier for hops along the force on the ion and shortens them. For charge $2e$ and $a=0.3$ nm the barrier falls by about 0.03 eV at 1 MV/cm, a factor of about 3 at 300 K. A large reduction needs several MV/cm: at 10 MV/cm, of the order of the breakdown field of oxides, the barrier falls by 0.28 eV and the factor is about $5\times10^4$.

### Size of the classical correction

The first correction $1/(4b)$ is 0.65 percent at 300 K and 1.72 percent at 800 K, relative to (1). Numerical integration of the flux time for the cosine well gives 0.67 and 1.88 percent. The next term, $9/(32b^2)$, adds 0.02 and 0.13 percent and accounts for most of the difference. The correction is larger at the higher temperature, where the ion explores more of the non-parabolic part of the well.

## Sensitivity to the inputs

An error in $\nu$ changes $\tau$ in inverse proportion: a prefactor ten times larger gives a time ten times shorter. An error $\delta E$ in the barrier acts through the exponential, and at fixed $\nu$

$$\frac{\tau(E+\delta E)}{\tau(E)}=e^{\delta E/kT}.$$

For $\delta E=0.1$ eV the factor is 48 at 300 K and 4.3 at 800 K. A barrier of 1.1 eV would turn the room-temperature estimate from under two hours into about three and a half days.

For a temperature rise $\delta T$,

$$\ln\frac{\tau(T)}{\tau(T+\delta T)}=\frac Ek\left(\frac1T-\frac1{T+\delta T}\right)=b\,\frac{\delta T}{T+\delta T}
=b\left[\frac{\delta T}{T}-\left(\frac{\delta T}{T}\right)^2+\dots\right].$$

From 300 K to 310 K the middle expression is $38.68\times10/310=1.248$, so the hop time falls by a factor of 3.5.

A barrier that varies linearly with temperature, $E(T)=E_0-ST$, fits the same scheme. Then $e^{E(T)/kT}=e^{E_0/kT}e^{-S/k}$, and the constant factor can be absorbed in $\nu$. The prefactor is then no longer the bare oscillation frequency.

## Quantum corrections

The classical treatment requires the quantum of vibration to be small compared with $kT$. The relevant parameter is

$$y=\frac{h\nu}{kT},$$

where $h$ is the Planck constant. It equals 1.60 at 300 K and 0.60 at 800 K, so the colder case needs a check.

**Levels in the well.** Written with momentum $P$, the harmonic flux rate is

$$\Gamma=\frac{e^{-b}}{q}\int_0^\infty\frac{P}{m}\,e^{-P^2/2mkT}\,\frac{dP}{h}=\frac{kT}{h}\,\frac{e^{-b}}{q}.$$

The classical partition function $q=kT/h\nu=1/y$ returns $\Gamma=\nu e^{-b}$. With quantized levels it becomes

$$q=\sum_{n=0}^\infty e^{-(n+1/2)y}=\frac{e^{-y/2}}{1-e^{-y}}=\frac1{2\sinh(y/2)} .$$

The rate is multiplied by the ratio of the classical to the quantum $q$:

$$\frac{\sinh(y/2)}{y/2}=1+\frac{y^2}{24}+\dots$$

This ratio is the product of two factors. The zero-point energy raises the ion above the bottom of the well and alone would multiply the rate by $e^{y/2}$. The spacing of the levels contributes $(1-e^{-y})/y$, which is less than one and cancels the term linear in $y$. A smaller net increase remains.

**Tunnelling near the top.** The cosine barrier has the same curvature magnitude at its top as at its minimum. Measure energy from the top in units of $h\nu$ and call it $\epsilon$. In a suitable length unit the wave equation is $\psi''+(\xi^2+2\epsilon)\psi=0$. Far to the right the transmitted wave is $B\,\xi^{i\epsilon-1/2}e^{i\xi^2/2}$. Far to the left there is an incident wave of unit amplitude and a reflected wave $A(-\xi)^{i\epsilon-1/2}e^{i\xi^2/2}$. Continuing the transmitted form through the upper half of the complex $\xi$ plane, where its coefficient is preserved, replaces $\xi$ by $e^{i\pi}(-\xi)$ and gives $A=-iBe^{-\pi\epsilon}$. The coefficient is preserved because this wave decays in the first quadrant and grows in the second, so the other wave, with $e^{-i\xi^2/2}$, can enter only where it is negligible beside it. Flux conservation, $|A|^2+|B|^2=1$, then yields the transmission probability

$$|B|^2=\frac1{1+e^{-2\pi\epsilon}} .$$

With $u=\epsilon y$, the energy in units of $kT$, and $c=2\pi/y$, the classical factor $\int_0^\infty e^{-u}du=1$ is replaced by

$$J=\int_{-\infty}^{\infty}\frac{e^{-u}}{1+e^{-cu}}\,du .$$

Shifting the path by $2\pi i/c$ multiplies the integrand by $e^{-2\pi i/c}$ and encloses the pole at $u=i\pi/c$, whose residue is $e^{-i\pi/c}/c$. Therefore

$$J\left(1-e^{-2\pi i/c}\right)=\frac{2\pi i}{c}e^{-i\pi/c},\qquad
J=\frac{\pi/c}{\sin(\pi/c)}=\frac{y/2}{\sin(y/2)}=1+\frac{y^2}{24}+\dots$$

Convergence requires $c>1$, that is $y<2\pi$. Already somewhat above the temperature where $y=2\pi$, and at all lower ones, tunnelling far below the top matters and the parabola is no longer adequate.

Together the two effects multiply the rate by $1+y^2/12+\dots$. The full product is 1.24 at 300 K and 1.03 at 800 K. At 300 K the waiting time drops from 1.75 h to about 1.4 h, a larger change than the classical shape correction and of opposite sign. It is still small beside the factor of 48 from an error of 0.1 eV in the barrier. For given $E$ and $\nu$, if thermal equilibrium holds up to the barrier top and recrossings are few, equation (1) is therefore sound as an order of magnitude at these two temperatures. For the one-dimensional cosine well it overestimates the time at 300 K by more than a fifth. That figure belongs to this model, in which the barrier and the well have the same curvature. In a solid a softer barrier reduces the tunnelling factor, and modes transverse to the path that stiffen at the saddle add zero-point energy there, so the quantum correction can be smaller or even of opposite sign. If the barrier is uncertain by 0.1 eV, even the order of magnitude at 300 K is uncertain. The numerical output below lists the main values used here.

## Calculated quantities

```
Migration barrier: 1.0 eV
Attempt frequency: 1.0e+13 1/s
Time per attempt: 1.0e-13 s
Boltzmann constant: 8.61733e-05 eV/K
--- Temperature: 300 K
kT: 0.02585 eV
E/kT: 38.682 (no unit)
Mean attempts per hop: 6.299e+16
Hop rate: 1.588e-04 1/s
Mean hop time: 6.299e+03 s
Median hop time: 4.366e+03 s
Time factor for +0.1 eV: 47.85
Cosine-well flux time: 6.341e+03 s
Cosine-well excess time: 0.67 percent
h nu/kT: 1.600 (no unit)
Rate factor, well levels: 1.110
Rate factor, tunnelling: 1.115
Rate factor, both: 1.238
--- Temperature: 800 K
kT: 0.06894 eV
E/kT: 14.506 (no unit)
Mean attempts per hop: 1.994e+06
Hop rate: 5.015e+06 1/s
Mean hop time: 1.994e-07 s
Median hop time: 1.382e-07 s
Time factor for +0.1 eV: 4.27
Cosine-well flux time: 2.032e-07 s
Cosine-well excess time: 1.88 percent
h nu/kT: 0.600 (no unit)
Rate factor, well levels: 1.015
Rate factor, tunnelling: 1.015
Rate factor, both: 1.030
--- Comparisons
Mean hop time at 300 K: 1.75 h
Mean hop time at 800 K: 0.199 microseconds
Time ratio, 300 K to 800 K: 3.159e+10
Time ratio, 300 K to 310 K: 3.48
Fraction hopped by the mean time: 0.632
Two paths at 300 K, formula: 3.149e+03 s
Two paths at 300 K, sampled: 3.144e+03 s
Summed mean attempts at 800 K: 1.994e+06
Test potential period: 0.3 nm
Test particle mass: 8.90e-27 kg
```
